# Electron mass shift and the $A^2$ term in nonrelativistic self-energy, part 2

A spinless electron coupled to the quantized radiation field has level shifts that grow with the cutoff $\Lambda$ on the photon energy. We ask which parts are a change of mass $\delta m$, which are common to all levels, and where these statements stop holding.

We use atomic units with Gaussian fields, $\hbar = e = 1$ and $c = 1/\alpha$, the Coulomb gauge, charge $-1$ and bare mass $m = 1$:
$$H = \tfrac12(\mathbf p + \alpha\mathbf A)^2 + V(\mathbf r) + \sum_{\mathbf k\lambda}\omega\, a^\dagger_{\mathbf k\lambda}a_{\mathbf k\lambda},\qquad \omega = ck. \tag{1}$$
In a periodic box of side $L$ and volume $\mathcal V$, with real unit polarization vectors $\boldsymbol\epsilon_{\mathbf k\lambda}\perp\mathbf k$,
$$\alpha\mathbf A(\mathbf r) = \sum_{\mathbf k\lambda}\sqrt{\frac{2\pi}{\omega\mathcal V}}\;\boldsymbol\epsilon_{\mathbf k\lambda}\left(a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r} + a^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf r}\right). \tag{2}$$
Only modes with $\omega\le\Lambda$ are kept. The dipole approximation replaces $e^{\pm i\mathbf k\cdot\mathbf r}$ by 1. We write $H_1 = \alpha\mathbf A\cdot\mathbf p$, $H_2 = \tfrac12\alpha^2\mathbf A^2$, and $H_{\rm el} = p^2/2+V$, with levels $|n\rangle$ of energy $E_n$. Order $e^2$ is called order $\alpha$.

For any function $F(\omega)$, the mode sums are
$$\sum_{\mathbf k} \to \frac{\mathcal V}{(2\pi)^3}\int k^2dk\,d\Omega = \frac{\mathcal V\alpha^3}{8\pi^3}\int_0^\Lambda\omega^2d\omega\int d\Omega, \tag{3}$$
$$\int d\Omega\sum_\lambda\epsilon_i\epsilon_j = \left(4\pi - \frac{4\pi}3\right)\delta_{ij} = \frac{8\pi}{3}\delta_{ij}, \tag{4}$$
$$\sum_{\mathbf k\lambda}\frac{2\pi}{\mathcal V}\,\epsilon_i\epsilon_j\,F(\omega) \to 2\pi\cdot\frac{\alpha^3}{8\pi^3}\cdot\frac{8\pi}3\,\delta_{ij}\int_0^\Lambda\omega^2F\,d\omega = \frac{2\alpha^3}{3\pi}\,\delta_{ij}\int_0^\Lambda\omega^2F\,d\omega. \tag{5}$$

For a free electron in the dipole approximation, $H_1$ in second order gives
$$\Delta E_{pA} = -\frac{2\alpha^3}{3\pi}\,p^2\int_0^\Lambda d\omega = -\frac{2\alpha^3\Lambda}{3\pi}\,p^2, \tag{7}$$
and matching to $p^2/2(m+\delta m)$ at first order in $\delta m$ gives
$$\delta m = \frac{4\alpha^3\Lambda}{3\pi},\qquad \delta m\,c^2 = \frac{4\alpha\Lambda}{3\pi}. \tag{8}$$
In first order $H_2$ shifts every level, free or bound, by
$$E_{A^2} = 2\pi\cdot\frac{\alpha^3}{8\pi^3}\cdot4\pi\int_0^\Lambda\omega\,d\omega = \frac{\alpha^3\Lambda^2}{2\pi} = \frac{\alpha\Lambda^2}{2\pi mc^2} = \frac38\,\frac{\delta m}{m}\,\Lambda. \tag{9}$$

The closing table also lists tests of these results: sums over box modes $\mathbf k = 2\pi\mathbf n/L$; a Gaussian cutoff $e^{-\omega^2/\Lambda^2}$, which multiplies (8) by $\sqrt\pi/2$; and the $H_2$ shifts of a two-dimensional electron coupled with strength $g$ to a dipole field, to cosine and sine standing waves, or to the cosine wave alone. There, "spread" is the highest minus the lowest shift.

## 6. The free dipole problem to all orders

For a free electron the order-$\alpha^2$ term can be found in closed form, because at fixed $\mathbf p$ the dipole Hamiltonian is quadratic in the field. Let $j$ label the finite set of modes below the cutoff, and introduce
$$q_j = \frac{a_j+a_j^\dagger}{\sqrt{2\omega_j}},\qquad \pi_j = i\sqrt{\frac{\omega_j}2}\,(a_j^\dagger-a_j),\qquad [q_j,\pi_l] = i\delta_{jl},$$
so that $\omega a^\dagger a = \tfrac12(\pi^2+\omega^2q^2-\omega)$. From (2), $\alpha\mathbf A = \sum_jG_j\boldsymbol\epsilon_jq_j$ with $G_j = \sqrt{2\pi/\omega\mathcal V}\,\sqrt{2\omega} = \sqrt{4\pi/\mathcal V}$. Define the matrix $B_{ij} = G_j\epsilon_{j,i}$, with three rows and one column for each mode, and $\Omega^2 = \mathrm{diag}(\omega_j^2)$. Then
$$H = \tfrac12\pi^T\pi + W(q) - \tfrac12\sum_j\omega_j,\qquad W(q) = \tfrac12|\mathbf p+Bq|^2 + \tfrac12q^T\Omega^2q.$$
$W$ is a quadratic function with the positive-definite second derivative $\Omega^2+B^TB$. Its minimum $\bar q$ satisfies $B^T(\mathbf p+B\bar q)+\Omega^2\bar q = 0$. Set $\mathbf v = \mathbf p+B\bar q$. Then $\bar q = -\Omega^{-2}B^T\mathbf v$, and inserting this in the definition of $\mathbf v$ gives
$$\mathbf v = \mathbf p - M\mathbf v,\qquad \mathbf v = (1+M)^{-1}\mathbf p,\qquad M = B\Omega^{-2}B^T,\quad M_{il} = \sum_j\frac{G_j^2\,\epsilon_{j,i}\epsilon_{j,l}}{\omega_j^2}.$$
The value at the minimum is
$$W(\bar q) = \tfrac12\mathbf v\cdot\mathbf v + \tfrac12\mathbf v\cdot B\Omega^{-2}\Omega^2\Omega^{-2}B^T\mathbf v = \tfrac12\mathbf v\cdot(1+M)\mathbf v = \tfrac12\mathbf p\cdot(1+M)^{-1}\mathbf p.$$
The shift $q = \bar q+q'$ leaves the commutators unchanged, and it gives $W = W(\bar q)+\tfrac12q'^T(\Omega^2+B^TB)q'$. The oscillators in $q'$ do not contain $\mathbf p$, so their zero-point energy cancels in the difference:
$$E(\mathbf p)-E(0) = \tfrac12\,\mathbf p\cdot(1+M)^{-1}\mathbf p. \tag{10}$$
Since $G^2 = 2\cdot2\pi/\mathcal V$, equation (5) with $F = 1/\omega^2$ gives $M_{il} = (4\alpha^3\Lambda/3\pi)\,\delta_{il} = \delta m\,\delta_{il}$. Therefore
$$E(\mathbf p)-E(0) = \frac{p^2}{2(1+\delta m)}. \tag{11}$$
Within the spinless free dipole model the effective mass is $1+\delta m$ exactly, with $\delta m$ given by (8) and no higher corrections. The displacement $\bar q$ is, to first order in $v/c$, the classical transverse field of a charge moving with velocity $\mathbf v = \partial E/\partial\mathbf p$, in line with the absence of $\hbar$ from $\delta m$.

Repeat the calculation without $H_2$. Now $W = \tfrac12p^2+\mathbf p\cdot Bq+\tfrac12q^T\Omega^2q$, the minimum is at $\bar q = -\Omega^{-2}B^T\mathbf p$, and
$$E(\mathbf p)-E(0) = \tfrac12p^2 - \mathbf p\cdot M\mathbf p+\tfrac12\mathbf p\cdot M\mathbf p = \tfrac12\,\mathbf p\cdot(1-M)\mathbf p. \tag{12}$$
Without $H_2$ the series ends at second order, and the energy would fall without bound in $p$ once $\delta m>1$. The difference between (11) and (12) is the part of the effect of $H_2$ that depends on the state:
$$\frac{p^2}2\left[\frac1{1+\delta m}-(1-\delta m)\right] = \frac{p^2}2\,\frac{\delta m^2}{1+\delta m}. \tag{13}$$
It begins at order $\alpha^2$, in third-order perturbation theory with one action of $H_2$ and two of $H_1$. Half of this term comes from $H_2$ acting between the two $H_1$, where it scatters the emitted photon into another mode. The other half comes from $H_2$ acting first or last, where it creates or absorbs a pair of photons. The halves are equal because $(\omega_j+\omega_l)^{-1}(1/\omega_j+1/\omega_l) = 1/(\omega_j\omega_l)$. The $A^2$ term therefore supplies all the higher terms that turn $1-\delta m$ into $1/(1+\delta m)$, and the statement that it shifts all levels equally is a statement about order $\alpha$.

Equations (10) and (12) are tested at strong coupling by diagonalizing $H$ in a Fock basis of two modes with non-parallel polarizations, $\omega = 1.0, 1.7$ and $G = 0.6, 0.9$, at $p^2/2 = 0.19$ in atomic units. Diagonalization gives $0.1331961200$ with $H_2$ and $0.1041356401$ without it, each equal to the formula within the asserted $10^{-9}$.

## 7. The same term in a bound level

For a bound level $n$ in the dipole approximation, the intermediate states are $|m;1_{\mathbf k\lambda}\rangle$, with matrix element $\sqrt{2\pi/\omega\mathcal V}\,\boldsymbol\epsilon\cdot\mathbf p_{mn}$ and excitation energy $\omega+\Delta_m$, where $\Delta_m = E_m-E_n$. Equation (5) with $F = 1/[\omega(\omega+\Delta_m)]$ gives
$$\Delta E_n = -\frac{2\alpha^3}{3\pi}\sum_m|\mathbf p_{mn}|^2\int_0^\Lambda\frac{\omega\,d\omega}{\omega+\Delta_m}. \tag{14}$$
For an excited level some $\Delta_m$ are negative. The pole then describes real emission, and the level shift is the principal value. Write $\omega/(\omega+\Delta) = 1-\Delta/(\omega+\Delta)$. In the first term, completeness gives $\sum_m|\mathbf p_{mn}|^2 = \langle p^2\rangle_n$. In the second, $\int_0^\Lambda d\omega/(\omega+\Delta) = \ln|(\Lambda+\Delta)/\Delta|$. With (8),
$$\Delta E_n = -\tfrac12\,\delta m\,\langle p^2\rangle_n + \frac{2\alpha^3}{3\pi}\sum_m|\mathbf p_{mn}|^2\Delta_m\ln\left|\frac{\Lambda+\Delta_m}{\Delta_m}\right|. \tag{15}$$
The first term is the free-electron shift (7) averaged over the momentum distribution of the bound state.

The measured mass is $m_{\rm obs} = 1+\delta m$. The bare kinetic energy written in terms of it is
$$\frac{p^2}2 = \frac{p^2}{2m_{\rm obs}}+\frac{\delta m}2\,p^2+O(\delta m^2).$$
If the levels $E_n$ are computed with $m_{\rm obs}$, the extra term is a perturbation of order $\alpha$ with expectation value $+\tfrac12\delta m\langle p^2\rangle_n$. It cancels the first term of (15) for every $n$. What remains grows at most as $\ln\Lambda$, with a coefficient fixed by a sum rule. Expanding the double commutator and using $H_{\rm el}|n\rangle = E_n|n\rangle$ gives $\sum_i\langle[p_i,[H_{\rm el},p_i]]\rangle = 2\sum_i\langle p_i(H_{\rm el}-E_n)p_i\rangle$. Also $[H_{\rm el},p_i] = i\partial_iV$ and $[p_i,i\partial_iV] = \partial_i^2V$. Hence
$$\sum_m|\mathbf p_{mn}|^2\Delta_m = \tfrac12\langle\nabla^2V\rangle_n,$$
which vanishes for a free electron. For the Coulomb potential $V = -1/r$, $\nabla^2V = 4\pi\delta^3(\mathbf r)$ and the sum is $2\pi|\psi_n(0)|^2$. It is therefore zero for levels with $l>0$, and for these the remainder tends to a constant as $\Lambda$ grows.

**Harmonic trap.** For $V = \tfrac12\omega_0^2r^2$, each component is $p_x = i\sqrt{\omega_0/2}\,(b^\dagger-b)$. From the ground state it reaches one state, with $\Delta = \omega_0$ and $|p|^2 = \omega_0/2$. The three directions give $\sum|\mathbf p_{m0}|^2 = 3\omega_0/2$, and (15) becomes
$$\Delta E_0 = -\frac34\,\omega_0\,\delta m+\frac{\alpha^3\omega_0^2}{\pi}\ln\left(1+\frac\Lambda{\omega_0}\right). \tag{16}$$
The first term can be had directly from a change of mass. At fixed spring constant $K$ the frequency is $\sqrt{K/m}$, so $\delta\omega_0 = -\tfrac12\omega_0\,\delta m/m$, and the ground energy $\tfrac32\omega_0$ changes by $-\tfrac34\omega_0\,\delta m/m$.

The trap with the dipole field is a set of coupled oscillators, which allows (9) and (16) to be tested together without perturbation theory. Among the modes of one frequency only the three combinations $\sum_j\epsilon_{j,i}q_j$ couple to the electron, and by (4) they are orthogonal with equal norm, so the three directions separate. One direction has $H = \tfrac12(p+\sum G_jq_j)^2+\tfrac12\omega_0^2x^2+\tfrac12\sum(\pi_j^2+\omega_j^2q_j^2-\omega_j)$, with $\sum G_j^2F(\omega_j) = (\delta m/\Lambda)\int\omega^2F\,d\omega$ by (5) and (8). Put $p = \omega_0Q$ and $x = -P/\omega_0$, which preserves the commutator, $[Q,P] = -[p,x] = i$. The momenta then appear as $\tfrac12(P^2+\sum\pi_j^2)$, and the squared normal frequencies are the eigenvalues of $\mathrm{diag}(0,\omega_j^2)+uu^T$ with $u = (\omega_0,G_1,G_2,\dots)$. One third of (9) plus one third of (16), in units of $\omega_0\,\delta m$ and with $\ell = \Lambda/\omega_0$ and $\alpha^3/\pi = 3\,\delta m/4\Lambda$, is
$$\frac\ell8-\frac14+\frac{\ln(1+\ell)}{4\ell}.$$
The normal-mode zero-point energy, extrapolated to the term linear in $\delta m$, gives $2.288056$ against $2.288057$ at $\ell = 20$, and $4.773210$ against $4.773210$ at $\ell = 40$.

## 8. Recoil and the limit of the linear law

Restore the phases in $H_1$ for the free electron. The factor $e^{-i\mathbf k\cdot\mathbf r}$ that accompanies $a^\dagger$ takes the electron to momentum $\mathbf p-\mathbf k$. The matrix element is still $\sqrt{2\pi/\omega\mathcal V}\,\boldsymbol\epsilon\cdot\mathbf p$, but the excitation energy becomes
$$D = \omega+\tfrac12(\mathbf p-\mathbf k)^2-\tfrac12p^2 = D_0-pk\mu,\qquad D_0 = \omega+\tfrac12\alpha^2\omega^2,$$
where $\mu$ is the cosine of the angle between $\mathbf p$ and $\mathbf k$. Now $\sum_\lambda(\boldsymbol\epsilon\cdot\mathbf p)^2 = p^2(1-\mu^2)$ and $d\Omega = 2\pi\,d\mu$, so by (3)
$$\Delta E_{pA} = -\frac{\alpha^3p^2}{2\pi}\int_0^\Lambda d\omega\int_{-1}^1d\mu\,(1-\mu^2)\,\frac{\omega}{D_0-pk\mu}. \tag{17}$$
Expand the denominator: $1/D = 1/D_0+pk\mu/D_0^2+(pk\mu)^2/D_0^3+\dots$. The term odd in $\mu$ integrates to zero. Since $\int(1-\mu^2)\,d\mu = 4/3$ and $\int\mu^2(1-\mu^2)\,d\mu = 4/15$, the third term is positive and equals $\tfrac15(pk/D_0)^2$ relative to the first. Because $k/D_0\le k/\omega = \alpha$, this ratio is at most $\tfrac15(v/c)^2$ with $v/c = \alpha p$. It contributes to the energy at order $p^4$ and not to the mass. At order $p^2$,
$$\Delta E_{pA} = -\frac{2\alpha^3p^2}{3\pi}\int_0^\Lambda\frac{d\omega}{1+\alpha^2\omega/2} = -\frac{2\alpha^3p^2}{3\pi}\cdot\frac2{\alpha^2}\ln\left(1+\frac{\alpha^2\Lambda}2\right),$$
and matching to $-\delta m\,p^2/2$ gives
$$\delta m_{\rm rec} = \frac{8\alpha}{3\pi}\,m\ln\left(1+\frac{\Lambda}{2mc^2}\right). \tag{18}$$
With $x = \Lambda/2mc^2$ and $\ln(1+x) = x-x^2/2+\dots$, this is (8) times $1-x/2+\dots$. The linear law is therefore the behaviour of the self-energy for $\Lambda\ll2mc^2$, and the linear divergence as $\Lambda\to\infty$ is a property of the dipole approximation. The values of $\delta m\,c^2$ in eV are:

| $\Lambda$ | dipole (8) | recoil (18) | quadrature of (17) |
|---|---|---|---|
| 10 keV | 30.97 | 30.82 | 30.82 |
| $mc^2$ | 1582.61 | 1283.39 | 1283.39 |
| $10\,mc^2$ | 15826.11 | 5671.32 | 5671.33 |
| $100\,mc^2$ | 158261.11 | 12445.10 | 12445.11 |

The last column is $-2\Delta E_{pA}c^2/p^2$ from the unexpanded integrand at $v/c = 6.26\times10^{-3}$, and it is asserted to match (18) within a relative $10^{-4}$. In the last two rows it lies above (18) in the final digit, which agrees in sign with the positive $p^4$ term and lies within its bound $\tfrac15(v/c)^2<10^{-5}$. The rows with $\Lambda\ge mc^2$ test the formula and do not describe an electron: at such photon energies the recoil is relativistic, and the Hamiltonian (1), which has no spin and no pairs, no longer applies. The coefficient $8\alpha/3\pi$ is derived here only for a spinless electron with nonrelativistic recoil and should not be carried over to other models.

For a bound electron the identity $e^{i\mathbf k\cdot\mathbf r}\,\mathbf p\,e^{-i\mathbf k\cdot\mathbf r} = \mathbf p-\mathbf k$ turns the denominator into $\omega+H_{\rm el}-E_n+\tfrac12k^2-\mathbf k\cdot\mathbf p$. The dipole approximation drops the same two terms as for the free electron, and relative to $\omega$ they are of size $\omega/2mc^2$ and $v/c$. For the leading, linear term of (15) these are the small parameters, and the product of $k$ with the size of the orbit does not enter. How recoil modifies the much smaller logarithmic term is not calculated in these notes.

## 9. Worked example

The parameters are round model values: $\Lambda = 10$ keV, which corresponds to a wave number of $5.07$ Å$^{-1}$; a free electron with $T = p^2/2m = 10$ eV, or $p/\hbar = 1.62$ Å$^{-1}$; and a trap with $\hbar\omega_0 = 10$ eV. The mass in the Hamiltonian is given the value $mc^2 = 510999$ eV, and $\alpha = 7.29735\times10^{-3}$. Using the observed mass for the bare one changes the order-$\alpha$ results by a relative amount of order $\delta m/m$.

**Mass shift.** With $4\alpha/3\pi = 3.09709\times10^{-3}$,
$$\delta m\,c^2 = 3.09709\times10^{-3}\times10^4\ \text{eV} = 30.97\ \text{eV},\qquad \frac{\delta m}m = \frac{30.9709}{510999} = 6.0609\times10^{-5},$$
and the second number is also $\delta m$ in atomic units. Here $x = \Lambda/2mc^2 = 9.78\times10^{-3}$, so recoil lowers the result by $x/2$, about $0.5\%$ of the dipole value, from $30.97$ eV to $30.82$ eV. As a statement about the model with recoil, the dipole number is good to two figures, $31$ eV; further digits serve only to compare formulas within the dipole model.

**Free electron.** The order-$\alpha$ shift is $-T\,\delta m/m = -6.0609\times10^{-4}$ eV. The exact dipole result (11) is $T/(1+\delta m/m)-T = -6.0605\times10^{-4}$ eV. The difference is (13),
$$10\ \text{eV}\times\frac{(6.0609\times10^{-5})^2}{1+6.0609\times10^{-5}} = 3.67\times10^{-8}\ \text{eV}.$$
This state-dependent effect of $A^2$ is a fraction $\delta m/m$ of the order-$\alpha$ shift, far below the $0.5\%$ recoil correction to that shift.

**Common shift.** From (9),
$$E_{A^2} = \frac{7.29735\times10^{-3}\times(10^4)^2}{2\pi\times510999}\ \text{eV} = 0.2273\ \text{eV} = 0.00835\ \text{hartree}.$$
The last form of (9) gives the same value, $\tfrac38\times6.0609\times10^{-5}\times10^4$ eV $= 0.2273$ eV. Its ratio to $\delta m\,c^2 = 30.97$ eV is $\tfrac38\Lambda/mc^2$, small here because $\Lambda\ll mc^2$. It is not the whole energy at rest: the electrostatic self-energy dropped in (1) is $U = \tfrac34\,\delta m\,c^2 = 23.2$ eV. With $U$ added the energy at rest at this order is $23.5$ eV, which still differs from $\delta m\,c^2$, so the energy at rest and the inertia are separate quantities in the model.

**Trap ground state.** The mean kinetic energy is $\tfrac34\hbar\omega_0 = 7.50$ eV, so the mass part of (16) is $-7.50\times6.0609\times10^{-5}$ eV $= -4.5456\times10^{-4}$ eV. In ordinary units the logarithmic part is $(\alpha/\pi)\,[(\hbar\omega_0)^2/mc^2]\ln(1+\Lambda/\hbar\omega_0)$, and with the logarithm equal to $6.90875$,
$$\frac{7.29735\times10^{-3}\times10^2}{\pi\times510999}\times6.90875\ \text{eV} = 3.14\times10^{-6}\ \text{eV}.$$
The sum is $(-4.5456+0.0314)\times10^{-4}$ eV $= -4.5142\times10^{-4}$ eV, and direct quadrature of (14) gives $-4.5142\times10^{-4}$ eV. After the common shift of $0.2273$ eV is dropped and the mass part is absorbed into $m_{\rm obs}$, the dipole model leaves $3.14\times10^{-6}$ eV, which is $0.7\%$ of the magnitude of the $\mathbf A\cdot\mathbf p$ shift. A $0.5\%$ recoil correction to the mass part is of the same order as this remainder, so the subtraction is meaningful only when the bound and the free self-energy are computed with the same cutoff and the same treatment of recoil.

The program that performs the tests and computes these numbers follows, together with its output.

## Table of computed values

```
alpha = 7.297352564e-03, 1/alpha = 137.035999
m c^2 = 510998.95 eV, Hartree = 27.211386 eV
4 alpha/(3 pi) = 3.097093e-03, 8 alpha/(3 pi) = 6.194185e-03
cutoff Lam = 10000.0 eV, Lam/(2 m c^2) = 9.784756e-03
cutoff wave number = 5.0677 1/angstrom
free electron: T = 10.0 eV, p/hbar = 1.6201 1/angstrom, v/c = 6.2561e-03
dm c^2 (dipole) = 30.9709 eV, dm/m = 6.060859e-05 (= dm in a.u.)
dm c^2 from SI quadrature = 30.9709 eV
p.A shift -T dm/m = -6.060859e-04 eV
exact dipole shift T/(1+dm/m) - T = -6.060492e-04 eV
p-dependent part due to A^2 = 3.6732e-08 eV
E_A2 = 0.2273 eV = 0.00835 hartree
trap: w0 = 10.0 eV, <p^2>/2m = 7.50 eV, ln(1+Lam/w0) = 6.90875
trap p.A shift (quadrature) = -4.514240e-04 eV
trap mass part = -4.545644e-04 eV, log part = 3.1405e-06 eV
Lam = 1.0000e+04 eV: dm c^2 dipole 30.97 eV, recoil formula 30.82 eV, quadrature 30.82 eV
Lam = 5.1100e+05 eV: dm c^2 dipole 1582.61 eV, recoil formula 1283.39 eV, quadrature 1283.39 eV
Lam = 5.1100e+06 eV: dm c^2 dipole 15826.11 eV, recoil formula 5671.32 eV, quadrature 5671.33 eV
Lam = 5.1100e+07 eV: dm c^2 dipole 158261.11 eV, recoil formula 12445.10 eV, quadrature 12445.11 eV
angular tensor xx = 8.37758041, 8 pi/3 = 8.37758041
box: |n| <= 50, 523304 wave vectors
box/formula: p.A shell Lam/2..Lam 1.00056, A^2 0.99945
Gaussian cutoff factor: box 0.88595, sqrt(pi)/2 = 0.88623
Fock test (a.u.): w = [1.  1.7], G = [0.6 0.9], p = [ 0.5  0.3 -0.2]
  eps1 = [1. 0. 0.], eps2 = [0.6 0.8 0. ], p^2/2 = 0.190000
  with A^2: diagonalized 0.1331961200, formula 0.1331961200
  no A^2:   diagonalized 0.1041356401, formula 0.1041356401
2D model (a.u.): V = x^2/2+0.1x^4+0.845y^2+0.1x^2y^2, w = 5.0, k = 0.8, g = 0.02
  lowest levels: 1.2245 2.4613 2.5543 3.8353
  dipole: shift/(g^2/2) = 0.99999 0.99999 1.00009 1.00004; spread(2g)/spread(g) = 15.99
  cos+sin: shift/(g^2/2) = 0.99999 0.99999 1.00008 1.00003; spread(2g)/spread(g) = 15.99
  cos only: shift/(g^2/2) = 0.79654 0.50851 0.80313 0.48756; spread(2g)/spread(g) = 3.99
  <cos^2 kx> = 0.79655 0.50851 0.80307 0.48721
normal modes, Lam/w0 = 20: shift/(w0 dm) per direction 2.288056, formula 2.288057
normal modes, Lam/w0 = 40: shift/(w0 dm) per direction 4.773210, formula 4.773210
```
